# The Keating identity among the elastic constants of diamond lattices, part 1

(Sections cited here and not found follow in the second part.)

## From the bond energy to the identity

A diamond lattice consists of two face-centred cubic sublattices, A and B, with a common cubic lattice constant $a$. Each A atom has four B neighbours, reached by the vectors $\mathbf r_s=(a/4)\mathbf n_s$, where

$$
\begin{aligned}
\mathbf n_1&=(1,1,1), & \mathbf n_2&=(1,-1,-1),\\
\mathbf n_3&=(-1,1,-1), & \mathbf n_4&=(-1,-1,1).
\end{aligned}
$$

The four neighbours of a B atom lie at $-\mathbf r_s$. Since $\mathbf n_s\cdot\mathbf n_s=3$ and $\mathbf n_s\cdot\mathbf n_t=-1$ for $s\neq t$, the bond length $d$ and the scalar product of two bonds at one atom are given by

$$
d^2=\frac{3a^2}{16},\qquad \mathbf r_s\cdot\mathbf r_t=-\frac{a^2}{16}=-\frac{d^2}{3}\quad(s\neq t).
$$

The Keating energy assigns a cost to any change in these scalar products. With a prime marking a bond vector in the deformed crystal,

$$
E=\frac{3\alpha}{8d^2}\sum_{\rm bonds}\left(\mathbf r'\cdot\mathbf r'-d^2\right)^2+\frac{3\beta}{8d^2}\sum_{\rm angles}\left(\mathbf r'_s\cdot\mathbf r'_t+\frac{d^2}{3}\right)^2 .
$$

Each bond is counted once. An angle is a pair of bonds that meet at an atom, so every atom, of either sublattice, has six angles. The constants $\alpha$ and $\beta$ have the unit N/m and are taken to be positive. The crystal is treated classically at zero temperature, and the moduli are those of the unstressed state. Every term in $E$ vanishes in the undeformed lattice, so that lattice is a minimum and carries no stress.

Under these assumptions the three elastic constants of the cubic crystal obey

$$
2C_{44}(C_{11}+C_{12})=(C_{11}-C_{12})(C_{11}+3C_{12}).
$$

This is the Keating identity. That some relation exists is no surprise, because three moduli are made from two constants. Its form, however, depends on the particular invariants in $E$. A short-range model with two other invariants can lead to another relation, and the second half gives an example. The absence of long-range forces is therefore not a sufficient condition by itself.

Let a uniform deformation carry a vector $\mathbf r$ of the undeformed crystal to $F\mathbf r$, where $F$ is an invertible matrix. The two atoms of a primitive cell are not related by a lattice translation, so symmetry under translations does not tie their displacements together. Sublattice B may shift as a whole relative to A. If this shift is written as $F\mathbf w$, a bond becomes

$$
\mathbf r'_s=F(\mathbf r_s+\mathbf w).
$$

The vector $\mathbf w$ is the shift referred to the undeformed frame. This choice removes rotations from the description, as the scalar product shows:

$$
\mathbf r'_s\cdot\mathbf r'_t=(\mathbf r_s+\mathbf w)\cdot F^{T}F(\mathbf r_t+\mathbf w)
=(\mathbf r_s+\mathbf w)\cdot(1+2\eta)(\mathbf r_t+\mathbf w),
$$

where the Lagrangian strain is

$$
\eta=\tfrac12\left(F^{T}F-1\right).
$$

A pure rotation has $F^TF=1$, hence $\eta=0$, and costs no energy. The symmetric matrix $\eta$ and the vector $\mathbf w$ contain all that the energy depends on in a uniform deformation.

No other displacements need be considered for a uniform strain. In the quadratic energy, a displacement pattern with a nonzero wavevector $\mathbf q$ could be driven by strain through a term linear in both. A lattice translation $\mathbf R$ leaves the strain unchanged but multiplies the pattern by $e^{i\mathbf q\cdot\mathbf R}$. The energy must not change, so this term is zero. The pattern's own energy is a sum of squares and cannot be negative, so its presence cannot lower the total. What remains is the uniform shift $\mathbf w$, together with a translation of the whole crystal, which costs nothing.

Let $\Delta_{st}$ be the change of the scalar product of bonds $s$ and $t$, with $s=t$ for the squared length of one bond. Multiplying out the expression above gives

$$
\begin{aligned}
\Delta_{st}={}&2\,\mathbf r_s\cdot\eta\,\mathbf r_t+\mathbf w\cdot(\mathbf r_s+\mathbf r_t)\\
&+\mathbf w\cdot\mathbf w+2\,\mathbf w\cdot\eta(\mathbf r_s+\mathbf r_t)+2\,\mathbf w\cdot\eta\,\mathbf w .
\end{aligned}
$$

The first line is of first order in the small quantities $\eta$ and $\mathbf w$, and the second line is of higher order. The energy contains $\Delta_{st}$ squared, so the first line alone fixes the energy to second order, which is the order needed for elastic constants. To the same order $\eta$ may be replaced by the ordinary linear strain. The two differ by second-order terms, and these could matter only if the energy had a part linear in strain, which is a stress. Here there is none.

It is convenient to measure the shift in units of $a/4$, with $\mathbf w=(a/4)\mathbf v$. Substituting $\mathbf r_s=(a/4)\mathbf n_s$, one finds a common factor $a^2/16$:

$$
\Delta_{st}=\frac{a^2}{16}D_{st},\qquad D_{st}=2\,\mathbf n_s\cdot\eta\,\mathbf n_t+\mathbf v\cdot(\mathbf n_s+\mathbf n_t).
$$

The bonds at a B atom are the vectors $-\mathbf r'_s$. Reversing both vectors leaves their scalar product unchanged, so the angles at B have the same $\Delta_{st}$ as those at A.

A primitive cell has volume $a^3/4$ and contains one A atom, one B atom, four bonds and twelve angles. Its energy is

$$
E_{\rm cell}=\frac{3}{8d^2}\left[\alpha\sum_s\Delta_{ss}^2+2\beta\sum_{s<t}\Delta_{st}^2\right],
$$

where the factor 2 before $\beta$ counts the two atoms. From $d^2=3a^2/16$ it follows that $3/(8d^2)=2/a^2$. Division by the cell volume gives the energy density $W$, whose prefactor is

$$
\frac{4}{a^3}\cdot\frac{2}{a^2}\cdot\left(\frac{a^2}{16}\right)^2=\frac{8}{a^5}\cdot\frac{a^4}{256}=\frac{1}{32a}.
$$

Thus

$$
W=\frac{1}{32a}\left[\alpha\sum_sD_{ss}^2+2\beta\sum_{s<t}D_{st}^2\right].
$$

Two more symbols describe the strain. The trace is $T=\eta_{xx}+\eta_{yy}+\eta_{zz}$. The engineering shears form the triple

$$
\boldsymbol\gamma=(\gamma_x,\gamma_y,\gamma_z)=2(\eta_{yz},\eta_{zx},\eta_{xy}),
$$

so that $\gamma_x$ denotes shear in the $yz$ plane.

For the bond terms, each component of $\mathbf n_s$ is $\pm1$, and its square is 1. The product of the three components is 1 for each of the four vectors. Multiplying $n_xn_yn_z=1$ by $n_x$ gives $n_yn_z=n_x$, and the other two relations follow cyclically. Therefore

$$
\begin{aligned}
\mathbf n_s\cdot\eta\,\mathbf n_s
&=T+2\left(\eta_{yz}n_yn_z+\eta_{zx}n_zn_x+\eta_{xy}n_xn_y\right)\\
&=T+\boldsymbol\gamma\cdot\mathbf n_s .
\end{aligned}
$$

The shift contributes $2\mathbf v\cdot\mathbf n_s$ to $D_{ss}$, and hence

$$
D_{ss}=2\left[T+(\boldsymbol\gamma+\mathbf v)\cdot\mathbf n_s\right].
$$

The four vectors satisfy $\sum_s\mathbf n_s=0$ and $\sum_s n_{s,i}n_{s,j}=4\delta_{ij}$. The first sum removes the cross term between $T$ and the shear when the square is summed, and the second gives the shear part:

$$
\sum_sD_{ss}^2=4\left[4T^2+4|\boldsymbol\gamma+\mathbf v|^2\right]=16\left[T^2+|\boldsymbol\gamma+\mathbf v|^2\right].
$$

For the angle terms the six pairs fall into three groups of two. The pairs $(1,2)$ and $(3,4)$ have vector sums along $\pm x$:

$$
\mathbf n_1+\mathbf n_2=(2,0,0),\qquad \mathbf n_3+\mathbf n_4=(-2,0,0).
$$

For the first pair, the diagonal part of $\mathbf n_1\cdot\eta\,\mathbf n_2$ is $\eta_{xx}-\eta_{yy}-\eta_{zz}=2\eta_{xx}-T$. The coefficient of $\eta_{yz}$ is $n_{1y}n_{2z}+n_{1z}n_{2y}=-2$. The coefficients of $\eta_{xy}$ and $\eta_{zx}$ are both $-1+1=0$. Since $2\eta_{yz}=\gamma_x$,

$$
\mathbf n_1\cdot\eta\,\mathbf n_2=2\eta_{xx}-T-\gamma_x .
$$

For the second pair the diagonal part is the same and the coefficient of $\eta_{yz}$ is $+2$, while the other two again cancel. With the shift terms $2v_x$ and $-2v_x$ included,

$$
\begin{aligned}
D_{12}&=2\left[(2\eta_{xx}-T)-(\gamma_x-v_x)\right],\\
D_{34}&=2\left[(2\eta_{xx}-T)+(\gamma_x-v_x)\right].
\end{aligned}
$$

The cross terms cancel in the sum of squares:

$$
D_{12}^2+D_{34}^2=8\left[(2\eta_{xx}-T)^2+(\gamma_x-v_x)^2\right].
$$

A cyclic exchange of the axes permutes $\mathbf n_2,\mathbf n_3,\mathbf n_4$ and leaves $\mathbf n_1$ fixed. It turns this result into the corresponding one for the pairs $(1,3),(2,4)$, which belong to $y$, and for $(1,4),(2,3)$, which belong to $z$. The total is

$$
\sum_{s<t}D_{st}^2=8\left[\sum_i(2\eta_{ii}-T)^2+|\boldsymbol\gamma-\mathbf v|^2\right].
$$

Both sums now enter $W$ with a factor 16, from $16\alpha$ and from $2\beta\times8$. Dividing by $32a$ leaves

$$
\begin{aligned}
W=\frac1{2a}\Big[&\alpha T^2+\beta\sum_i(2\eta_{ii}-T)^2\\
&+\alpha|\boldsymbol\gamma+\mathbf v|^2+\beta|\boldsymbol\gamma-\mathbf v|^2\Big].
\end{aligned}
$$

Normal strains do not couple to the sublattice shift, whereas shears do. Symmetry gives the reason. Under normal strains along the cubic axes, each atom keeps three two-fold axes parallel to $x$, $y$ and $z$. A force on the atom would have to be unchanged by all three half-turns, and only a zero vector is. Shear removes some of these axes and permits a force.

The energy density of a cubic crystal defines the moduli:

$$
\begin{aligned}
W={}&\tfrac12C_{11}\sum_i\eta_{ii}^2+C_{12}\sum_{i<j}\eta_{ii}\eta_{jj}+\tfrac12C_{44}|\boldsymbol\gamma|^2\\
={}&\tfrac12(C_{11}-C_{12})\sum_i\eta_{ii}^2+\tfrac12C_{12}T^2+\tfrac12C_{44}|\boldsymbol\gamma|^2 .
\end{aligned}
$$

The second line follows from $T^2=\sum_i\eta_{ii}^2+2\sum_{i<j}\eta_{ii}\eta_{jj}$. To compare it with the Keating result, expand

$$
\sum_i(2\eta_{ii}-T)^2=4\sum_i\eta_{ii}^2-4T^2+3T^2=4\sum_i\eta_{ii}^2-T^2 .
$$

The normal-strain part of $W$ is then

$$
W_{\rm normal}=\frac1{2a}\left[(\alpha-\beta)T^2+4\beta\sum_i\eta_{ii}^2\right],
$$

and matching coefficients yields $C_{12}=(\alpha-\beta)/a$ and $C_{11}-C_{12}=4\beta/a$. Hence

$$
C_{11}=\frac{\alpha+3\beta}{a},\qquad C_{12}=\frac{\alpha-\beta}{a}.
$$

For shear, suppose first that the sublattices are clamped, with $\mathbf v=0$. The shear energy is then $(\alpha+\beta)|\boldsymbol\gamma|^2/(2a)$, and the clamped modulus is

$$
C_{44}^{0}=\frac{\alpha+\beta}{a}.
$$

In a static experiment the atoms are free to move to the minimum of the energy. Setting the derivative with respect to $\mathbf v$ to zero gives

$$
\alpha(\boldsymbol\gamma+\mathbf v)-\beta(\boldsymbol\gamma-\mathbf v)=0,
$$

with the solution

$$
\mathbf v=-\zeta\boldsymbol\gamma,\qquad \zeta=\frac{\alpha-\beta}{\alpha+\beta}.
$$

The number $\zeta$ is the internal strain parameter of Kleinman. The second derivative of $W$ with respect to a component of $\mathbf v$ is $(\alpha+\beta)/a$, which is positive, so this is a minimum. At the minimum

$$
\boldsymbol\gamma+\mathbf v=\frac{2\beta}{\alpha+\beta}\boldsymbol\gamma,\qquad
\boldsymbol\gamma-\mathbf v=\frac{2\alpha}{\alpha+\beta}\boldsymbol\gamma,
$$

and the coefficient of $|\boldsymbol\gamma|^2/(2a)$ becomes

$$
\frac{4\alpha\beta^2+4\alpha^2\beta}{(\alpha+\beta)^2}=\frac{4\alpha\beta}{\alpha+\beta}.
$$

The relaxed shear modulus is therefore

$$
C_{44}=\frac{4\alpha\beta}{a(\alpha+\beta)} .
$$

This has the form of two springs in series. The quantities $\boldsymbol\gamma+\mathbf v$, resisted by $\alpha$, and $\boldsymbol\gamma-\mathbf v$, resisted by $\beta$, add up to the fixed total $2\boldsymbol\gamma$. The shift divides that total so that the two resisting forces balance. The softer spring takes the larger share.

It remains to eliminate $\alpha$ and $\beta$. The normal-strain moduli give

$$
\begin{aligned}
C_{11}-C_{12}&=\frac{4\beta}{a}, & C_{11}+3C_{12}&=\frac{4\alpha}{a},\\
C_{11}+C_{12}&=\frac{2(\alpha+\beta)}{a}. &&
\end{aligned}
$$

The product of the first two is $16\alpha\beta/a^2$. Twice $C_{44}$ times the third is

$$
2\cdot\frac{4\alpha\beta}{a(\alpha+\beta)}\cdot\frac{2(\alpha+\beta)}{a}=\frac{16\alpha\beta}{a^2},
$$

which is the same quantity. This proves the identity. Solved for the shear modulus, it reads

$$
C_{44}=\frac{(C_{11}-C_{12})(C_{11}+3C_{12})}{2(C_{11}+C_{12})}.
$$

The Keating energy, with the sublattices free to shift, gives all three elastic constants in terms of $\alpha$ and $\beta$, and eliminating these two constants proves the identity. What remains is to see what the identity means in a numerical example and where it ceases to hold.
